\section*{Matching two unequal chains through their interface hopping}

\section{Problem}

Two semi-infinite chains of atoms, each with one orbital per site, are joined end to end. Sites $n\le 0$ belong to the left chain, with nearest-neighbour hopping $-t_L$. Sites $n\ge 1$ belong to the right chain, with hopping $-t_R$. The bond between sites 0 and 1 has hopping $-t_c$. The numbers $t_L,t_R,t_c$ are positive, all site energies are equal and set to zero, the orbitals are orthonormal, and the electrons do not interact.

\begin{enumerate}
\item For which $t_c$ does an electron at the band centre, $E=0$, cross the interface without reflection?
\item Which $t_c$ is best at another energy inside both bands, and is the transmission perfect there?
\item For $t_L=2$~eV and $t_R=0.5$~eV, find the conductance at the band centre for several choices of $t_c$, and find how sensitive the best contact is to effects left out of the model.
\end{enumerate}

\section{First estimate by scaling}

At $E=0$ the hoppings are the only energies in the problem, so the transmission $T$ can depend only on their ratios.

Take a weak interface bond first. An electron on site 0 returns into the left chain at a rate of order $t_L$ (with $\hbar=1$). Its rate of crossing to the right is, by the golden rule, of order $t_c^2$ times the density of states on site 1. That density is of order $1/t_R$, because the right band has a width of order $t_R$. The ratio of the two rates gives
\begin{equation}
T\sim x,\qquad x\equiv\frac{t_c^2}{t_Lt_R}\qquad (x\ll1).
\end{equation}

A very strong bond also blocks the electron, because it binds sites 0 and 1 into a pair with levels near $\pm t_c$, far from $E=0$. The equation of site 0 at zero energy is
\begin{equation}
0=-t_L\psi_{-1}-t_c\psi_1
\quad\Longrightarrow\quad
\psi_1=-\frac{t_L}{t_c}\psi_{-1}.
\end{equation}
The term $-t_R\psi_1$ in the equation of site 2 therefore equals $+(t_Lt_R/t_c)\psi_{-1}$. Sites $-1$ and 2 are coupled by an effective hopping of magnitude $t'=t_Lt_R/t_c$, which is weak when $t_c$ is large. The first estimate, applied to this bond, gives
\begin{equation}
T\sim\frac{t'^2}{t_Lt_R}=\frac1x\qquad (x\gg1).
\end{equation}
The two estimates meet at $x=1$, which suggests a maximum near $t_c=\sqrt{t_Lt_R}$. They leave the prefactors open and cannot say whether the maximum reaches one.

\section{Exact solution}

\subsection{Waves and current}

In the bulk of each chain a wave $e^{ikn}$ or $e^{iqn}$ solves the site equation if
\begin{equation}
E=-2t_L\cos k=-2t_R\cos q,\qquad 0<k,q<\pi .
\end{equation}
The velocities $dE/dk=2t_L\sin k$ and $dE/dq=2t_R\sin q$ are positive, so these waves move to the right. A wave incident from the left gives
\begin{equation}
\psi_n=e^{ikn}+r\,e^{-ikn}\ (n\le0),\qquad
\psi_n=\tau\,e^{iq(n-1)}\ (n\ge1).
\end{equation}

Let $t_n$ denote the hopping strength between sites $n$ and $n+1$. The time-dependent equation $i\dot\psi_n=-t_{n-1}\psi_{n-1}-t_n\psi_{n+1}$ gives
\begin{equation}
\frac{d|\psi_n|^2}{dt}=J_{n-1}-J_n,\qquad
J_n=2t_n\,\mathrm{Im}(\psi_n^*\psi_{n+1}).
\end{equation}
In a stationary state the density is constant, so $J_n$ is the same on every bond. On the left,
\begin{equation}
\psi_n^*\psi_{n+1}=e^{ik}+|r|^2e^{-ik}
+\left[r e^{-ik(2n+1)}+r^*e^{ik(2n+1)}\right].
\end{equation}
The bracket is a number plus its complex conjugate and has no imaginary part. Hence $J=2t_L\sin k\,(1-|r|^2)$ on the left and $J=2t_R\sin q\,|\tau|^2$ on the right. Dividing by the incident current $2t_L\sin k$ gives
\begin{equation}
T=\frac{t_R\sin q}{t_L\sin k}|\tau|^2=1-|r|^2 .
\label{eq:flux}
\end{equation}

\subsection{Matching at the interface}

The true equation at site 0 is $E\psi_0=-t_L\psi_{-1}-t_c\psi_1$. If the left-hand wave is continued by one site, to $\phi_1=e^{ik}+re^{-ik}$, it satisfies the bulk equation $E\psi_0=-t_L\psi_{-1}-t_L\phi_1$. Subtracting the two gives $t_L\phi_1=t_c\psi_1$. At site 1 the right-hand wave is continued back to $\chi_0=\tau e^{-iq}$, and the same subtraction gives $t_R\chi_0=t_c\psi_0$. The two conditions are
\begin{align}
t_L\left(e^{ik}+re^{-ik}\right)&=t_c\tau,\\
t_R\,\tau e^{-iq}&=t_c(1+r).
\end{align}
The second yields $\tau=(t_c/t_R)e^{iq}(1+r)$. Inserting this in the first and dividing by $t_L$,
\begin{equation}
e^{ik}+re^{-ik}=x\,e^{iq}(1+r)
\quad\Longrightarrow\quad
r=-\frac{e^{ik}-x e^{iq}}{e^{-ik}-x e^{iq}} .
\label{eq:r}
\end{equation}
The denominator has imaginary part $-\sin k-x\sin q<0$ and cannot vanish. The squared moduli of numerator and denominator are $1+x^2-2x\cos(k-q)$ and $1+x^2-2x\cos(k+q)$. Their difference follows from $\cos(k-q)-\cos(k+q)=2\sin k\sin q$, so
\begin{equation}
T=1-|r|^2=\frac{4\sin k\sin q}{x+1/x-2\cos(k+q)} .
\label{eq:T}
\end{equation}

\subsection{Band centre}

At $E=0$ both cosines vanish, so $k=q=\pi/2$ whatever the hoppings are. Equation~(\ref{eq:r}) becomes
\begin{equation}
r=-\frac{i-ix}{-i-ix}=\frac{1-x}{1+x},\qquad
T=1-r^2=\frac{4x}{(1+x)^2}.
\label{eq:centre}
\end{equation}
The reflection vanishes if and only if $x=1$, that is,
\begin{equation}
t_c=\sqrt{t_Lt_R}.
\end{equation}
This answers the first question.

The condition can be read at site 0. There the right chain enters through the term $-t_c\psi_1=-(t_c^2/t_R)e^{iq}\psi_0$, which at the band centre is a self-energy $-it_c^2/t_R$. An uninterrupted left chain would supply $-it_L$. When the two are equal, the left chain cannot distinguish the contact from its own continuation. The wave still changes at the interface: with $r=0$, $|\tau|^2=t_c^2/t_R^2=t_L/t_R$. The density changes by the inverse of the factor by which the velocity changes, and the current is continuous.

\subsection{Other energies}

At fixed $E$ the hopping $t_c$ enters Eq.~(\ref{eq:T}) only through $x+1/x$, which is at least 2 and equals 2 only at $x=1$. The geometric mean is therefore the best interface hopping at every energy inside both bands. The transmission it gives is
\begin{equation}
T_{\max}=\frac{\sin k\sin q}{\sin^2\frac{k+q}{2}} .
\end{equation}
To find the loss, write $\sin^2\frac{k+q}{2}=\frac12[1-\cos(k+q)]$ and $\sin k\sin q=\frac12[\cos(k-q)-\cos(k+q)]$. The terms in $\cos(k+q)$ cancel in the difference, and
\begin{equation}
1-T_{\max}=\frac{\sin^2\frac{k-q}{2}}{\sin^2\frac{k+q}{2}} .
\label{eq:loss}
\end{equation}
This vanishes only for $k=q$, which requires $E/t_L=E/t_R$. Unequal chains thus transmit perfectly at the band centre and at no other energy. Near the centre, $k\simeq\pi/2+E/2t_L$ and $q\simeq\pi/2+E/2t_R$, so to leading order
\begin{equation}
1-T_{\max}\simeq\frac{E^2}{16}\left(\frac1{t_L}-\frac1{t_R}\right)^2 .
\label{eq:quad}
\end{equation}

The opposite limit is the edge of the narrower band. Let $t_R<t_L$ and $E=-2t_R+\varepsilon$ with small $\varepsilon>0$. Then $\varepsilon=2t_R(1-\cos q)\simeq t_Rq^2$, while $k$ stays finite. Since $\sin k/\sin^2(k/2)=2\cot(k/2)$,
\begin{equation}
T_{\max}\simeq 2\cot\frac k2\,\sqrt{\frac{\varepsilon}{t_R}} .
\end{equation}
As $\varepsilon\to0$ the slow electrons of the narrow band are almost entirely reflected, and no choice of $t_c$ prevents it. The range of this form is narrow. For $t_L=2$~eV and $t_R=0.5$~eV it gives 0.36 at $\varepsilon=0.01$~eV, where the full expression gives 0.31, and $T_{\max}$ lies below one half only within 0.035~eV of the edge.

\section{Numbers for one contact}

For $t_L=2$~eV and $t_R=0.5$~eV the matched hopping is $\sqrt{2\times0.5}=1$~eV. With two spin directions, the conductance at low temperature and small bias is $G=(2e^2/h)T$, where $2e^2/h=77.48~\mu$S. With $t_L$ and $t_R$ held fixed, Eq.~(\ref{eq:centre}) gives at the band centre:

\begin{center}
\begin{tabular}{lcccc}
$t_c$ (eV) & $x$ & $r$ & $T$ & $G$ ($\mu$S)\\
0.50 $(=t_R)$ & 0.25 & $+0.60$ & 0.640 & 49.6\\
1.00 (matched) & 1.00 & 0 & 1.000 & 77.5\\
1.25 (arithmetic mean) & 1.56 & $-0.22$ & 0.952 & 73.7\\
2.00 $(=t_L)$ & 4.00 & $-0.60$ & 0.640 & 49.6
\end{tabular}
\end{center}

Giving the interface the hopping of either chain costs 36\% of the matched conductance. The two losses are equal because $x=1/4$ and $x=4$ are reciprocal. In the matched contact the density on the right is $2/0.5=4$ times that on the left.

Away from the centre, Eq.~(\ref{eq:quad}) has the coefficient $(0.5-2)^2/16=0.141$~eV$^{-2}$. At $E=0.3$~eV it predicts a loss of 0.0127, against 0.0136 from Eq.~(\ref{eq:loss}). At 0.6~eV it predicts 0.051 against 0.070, which is 28\% below the full value. The half-width of the right band is $2t_R=1$~eV, so the second energy is no longer small. A numerical search over $t_c$ at 0.6~eV again finds its optimum at 1.000~eV, with $T=0.930$.

\section{The model beside a real contact}

The hoppings used here are round numbers, not a fit to any material, and the single orbital per site allows only one conducting channel per spin. The following changes were applied one at a time to the matched contact, with $t_c=1$~eV held fixed and the Fermi level at $E=0$. Their strengths are illustrative.

\begin{itemize}
\item \emph{Temperature.} At 300~K, $k_BT=0.0259$~eV. The thermal average of $E^2$ is $\pi^2(k_BT)^2/3$, and Eq.~(\ref{eq:quad}) gives a loss of $3.1\times10^{-4}$.
\item \emph{Band offset.} If all right-hand sites are raised by 0.3~eV, then $\cos q=0.3/(2t_R)=0.3$ while $k=\pi/2$. Equation~(\ref{eq:T}) with $x=1$ becomes $T=2\sin q/(1+\sin q)=0.976$.
\item \emph{Interface dipole.} Shifting site 0 by $+0.3$~eV and site 1 by $-0.3$~eV gives $T=0.875$ from the numerical solution of the site equations.
\item \emph{Second neighbours.} A hopping of strength 0.1~eV from site $-1$ to 1 and from site 0 to 2 leaves $T=0.9999$. The loss is this small because the two hoppings are equal in both strength and sign. With the hopping from $-1$ to 1 alone, of strength $s$, matching the waves at sites $-1$, 0 and 1 gives $1+r=(1-r)(1+2is/t_c)$. With the hopping from 0 to 2 alone, the same relation holds with $r$ replaced by $-r$. For equal hoppings the two reflections are therefore opposite and cancel to first order in $s$; if the hoppings had opposite signs, the first-order reflections would add. Either hopping alone gives $|r|^2=s^2/(t_c^2+s^2)$ and $T=0.990$.
\item \emph{Unequal bonds.} Let the right chain begin with $M$ pairs of bonds $t_R(1+\delta)$, $t_R(1-\delta)$ before it becomes uniform. At $E=0$ the self-energy from the right obeys $\Sigma_n=-t_n^2/\Sigma_{n+1}$, and two steps give $\Sigma_n=(t_n/t_{n+1})^2\Sigma_{n+2}$. Starting from $-it_R$ at the uniform end, $\Sigma_1=-it_R[(1+\delta)/(1-\delta)]^{2M}$. The last step, $\Sigma_0=-t_c^2/\Sigma_1$, then shows that $x$ is multiplied by $[(1-\delta)/(1+\delta)]^{2M}$. For $\delta=0.05$ and $M=10$, $x$ falls from 1 to 0.135 and $T$ to 0.42.
\end{itemize}

At the strengths chosen here, bond alternation over ten pairs has the largest effect, because at $E=0$ its small steps multiply along the chain. This loss is confined to energies near the centre: $T$ is 0.78 at $E=0.10$~eV and 0.99 at 0.15~eV. At $E=0$ it only rescales $x$, so $t_c=[(1+\delta)/(1-\delta)]^{M}\sqrt{t_Lt_R}=2.72$~eV would restore $T=1$. A single pair with the same $\delta$ would leave $T=0.990$. For uniform single-channel chains the geometric mean remains the best interface hopping at any energy inside both bands and for any uniform band offset, because $t_c$ still enters Eq.~(\ref{eq:T}) only through $x+1/x$. A Fermi level near the centre of both bands, with site energies aligned to well within the narrower band, then makes the transmission nearly perfect. A dipole or unequal bonds move the optimum itself; for the dipole above it lies at $t_c=1.09$~eV, with $T=0.881$. The model does not describe a Schottky contact to a non-degenerate semiconductor, where the bulk Fermi level lies in the gap and the right-hand side has no propagating wave at that energy. With heavy doping the bulk Fermi level can enter the band, but the depletion barrier at the interface is still absent from the model. Electron-electron interaction is also left out, and its effect is not estimated here.

\section{Comparison of estimate and solution}

Equation~(\ref{eq:centre}) tends to $4x$ for small $x$ and to $4/x$ for large $x$. The scaling estimate thus had both powers right and missed a factor of 4. At $x=0.25$ it gives 0.25 where the solution gives 0.64, and at $x=1.56$ it gives $1/1.56=0.64$ where the solution gives 0.95.

It did place the maximum correctly, and the reason lies in the elimination of sites 0 and 1. At $E=0$ that step involves no approximation. It replaces the contact by one with the hopping $t'=t_Lt_R/t_c$, and so $x$ by $1/x$. The sign of the new hopping can be absorbed in the sign of all orbitals on one side. Hence $T(x)=T(1/x)$ at the band centre, and a single maximum can lie only at $x=1$. That its height is one follows from the wave matching, not from scaling. The numerical output below gives the values in the conductance table, together with wave-packet transmissions compared with the average of Eq.~(\ref{eq:T}) over each packet.

\section*{Numbers as computed}
\begin{verbatim}
left hopping t_L = 2.00 eV, right hopping t_R = 0.50 eV
matched interface hopping = 1.0000 eV
conductance quantum with spin 2e^2/h = 77.481 microsiemens
band centre: t_c (eV), x, r, T, conductance (microsiemens)
  0.50  0.2500  +0.6000  0.6400  49.59
  1.00  1.0000  +0.0000  1.0000  77.48
  1.25  1.5625  -0.2195  0.9518  73.75
  2.00  4.0000  -0.6000  0.6400  49.59
matched: density right/left = 4.0000
t_c = t_R: density site 0 / site -1 = 16.0000
matched contact off centre: E (eV), T, loss 1-T, quadratic estimate
  0.1  0.99858  0.00142  0.00141
  0.3  0.98639  0.01361  0.01266
  0.6  0.93001  0.06999  0.05062
coefficient of E^2 in the loss = 0.140625 per eV^2
wave packets: t_c (eV), mean E (eV), crossed, formula average
  1.00  -0.00  0.999646  0.999646
  0.50  -0.00  0.639548  0.639548
  1.25  -0.60  0.876083  0.876083
numerical optimum: t_L, t_R, E, best t_c (all eV), T there
  2.00  0.50  +0.00  1.00000  1.000000
  2.00  0.50  +0.60  1.00000  0.930009
  1.30  0.90  -1.10  1.08167  0.983383
neglected effects, each alone, matched contact:
  temperature 300 K, kT = 0.02585 eV
  thermal loss = 3.115e-04, estimate 3.092e-04
  right band offset 0.30 eV: T = 0.9764
  interface dipole +/-0.30 eV: T = 0.8752
  second-neighbour hopping 0.10 eV: T = 0.9999
  bond alternation delta = 0.05, 10 pairs: x = 0.1351, T = 0.4194
\end{verbatim}
